# The Kane Density of States and Its First Low-Energy Correction

The density of states $g(E)$ of a conduction band counts electron states per unit volume and unit energy. Let the band be isotropic near its minimum, let $E\ge 0$ be measured from that minimum, and let the energy depend on the wavenumber $k$ through

$$
E(1+\alpha E)=\frac{\hbar^2k^2}{2m},\qquad \alpha>0 .
\tag{1}
$$

Here $m$ is the band-edge mass and $\alpha$, an inverse energy, is the nonparabolicity. The mass and Planck's constant enter (1) only through $\hbar^2/m$, which has the dimension of energy times length squared. Together with $E$ it gives the length $\sqrt{\hbar^2/(mE)}$, and the remaining parameter gives the dimensionless number $x=\alpha E$. An inverse volume divided by an energy must therefore have the form

$$
g(E)=\left(\frac{mE}{\hbar^2}\right)^{3/2}\frac{1}{E}\,\Phi(\alpha E)
=\left(\frac{m}{\hbar^2}\right)^{3/2}\sqrt{E}\;\Phi(\alpha E).
\tag{2}
$$

The square root of the parabolic band is thus fixed by dimensions, and nonparabolicity can act only through the function $\Phi$. If $\Phi$ is smooth at zero, the first correction is proportional to $\alpha E\sqrt E=\alpha E^{3/2}$. Its coefficient has to come from counting states.

The form of (1) has a simple physical origin. Suppose that a conduction state at energy $0$ and a valence state at energy $-E_g$ are coupled by a matrix element $Pk$, and that all other $k$-dependence is neglected. The energies are then the eigenvalues of

$$
\begin{pmatrix}0&Pk\\ Pk&-E_g\end{pmatrix},
\qquad\text{so that}\qquad E(E+E_g)=P^2k^2 .
$$

Division by $E_g$ gives (1) with $\alpha=1/E_g$ and $\hbar^2/(2m)=P^2/E_g$. In this minimal model a wider gap means a smaller $\alpha$. Real crystals have more than two bands, so below $\alpha$ and $m$ are treated as independent parameters, and (1) is taken as given.

Write $\gamma=\hbar^2k^2/(2m)$ for the energy that a parabolic band would have at the same $k$. Equation (1) is the quadratic $\alpha E^2+E-\gamma=0$, with roots

$$
E_\pm=\frac{-1\pm\sqrt{1+4\alpha\gamma}}{2\alpha}.
$$

The root $E_-$ lies at or below $-1/\alpha$. In the two-level model it is the valence band, and it plays no part here. The root $E_+$ vanishes at $k=0$ and is the conduction band. Multiplying its numerator and denominator by $\sqrt{1+4\alpha\gamma}+1$ gives

$$
E=\frac{2\gamma}{1+\sqrt{1+4\alpha\gamma}},\qquad
\frac{dE}{d\gamma}=\frac{1}{\sqrt{1+4\alpha\gamma}}>0 .
\tag{3}
$$

The energy therefore rises steadily with $k$, and each $E>0$ belongs to one sphere in $k$ space. It also rises more slowly than $\gamma$: the band bends below the parabola.

Now place the electrons in a cube of volume $V=L^3$ with periodic boundary conditions. Each component of the wavevector is a multiple of $2\pi/L$, so one allowed wavevector occupies the volume $(2\pi)^3/V$ in $k$ space. Each holds two spin states. For a large box, the number of states per unit volume inside the sphere of radius $k$ is

$$
N=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}.
\tag{4}
$$

The density of states is the rate at which this number grows with energy:

$$
g(E)=\frac{dN}{dE}=\frac{k^2}{\pi^2}\,\frac{dk}{dE}.
\tag{5}
$$

The factor $k^2$ measures the area of the constant-energy sphere, and $dk/dE$ measures the thickness of the shell that belongs to a unit of energy.

The derivative follows from (1) without solving for $E$. The left side is $E+\alpha E^2$, whose differential is $(1+2\alpha E)\,dE$. The differential of the right side is $(\hbar^2k/m)\,dk$. Equating them gives

$$
\frac{dk}{dE}=\frac{m(1+2\alpha E)}{\hbar^2k}.
\tag{6}
$$

Inserting this in (5) cancels one power of $k$:

$$
g(E)=\frac{m\,k\,(1+2\alpha E)}{\pi^2\hbar^2}.
\tag{7}
$$

The remaining $k$ is expressed through the energy by (1),

$$
k=\left(\frac{2m}{\hbar^2}\right)^{1/2}\sqrt{E(1+\alpha E)} ,
$$

and the prefactor is written as $m/\hbar^2=\tfrac12(2m/\hbar^2)$. The powers of $2m/\hbar^2$ then add to $3/2$, with the result

$$
g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\sqrt{E(1+\alpha E)}\,(1+2\alpha E).
\tag{8}
$$

This is the Kane density of states for one valley, with both spins included. For $\alpha=0$ it becomes the parabolic density of states

$$
g_0(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E .
\tag{9}
$$

The ratio of the two depends on $x=\alpha E$ alone, as (2) requires:

$$
\frac{g}{g_0}=F(x)=\sqrt{1+x}\,(1+2x).
\tag{10}
$$

For low energy, $x\ll1$, use $\sqrt{1+x}=1+x/2-x^2/8+\dots$ and multiply by $1+2x$. The terms linear in $x$ are $x/2$ and $2x$. The quadratic terms are $-x^2/8$ and $2x\cdot x/2=x^2$. Hence

$$
F(x)=1+\frac52x+\frac78x^2+\dots,
\qquad
\delta g=\frac52\,\alpha E\,g_0(E),
\tag{11}
$$

where $\delta g$ is the first correction. Written out in full, it is

$$
\delta g=\frac{5\alpha}{4\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}E^{3/2}.
$$

The coefficient $5/2$ has two sources, which are seen by comparing the two bands at the same energy. Let $k_0=\sqrt{2mE}/\hbar$ be the parabolic wavenumber. Equation (1) gives $k^2/k_0^2=1+x$, so the sphere is larger. From (6), the ratio of the shell thicknesses is

$$
\frac{dk/dE}{dk_0/dE}=\frac{(1+2x)\,k_0}{k}
=\frac{1+2x}{\sqrt{1+x}}=1+\frac32x+\dots .
$$

The larger area contributes $x$ and the thicker shell contributes $3x/2$. The thicker shell is the same thing as a lower group velocity, because $v=(1/\hbar)\,dE/dk$. At first order, the slowing of the electrons thus accounts for three fifths of the correction.

The velocity also shows why a mass correction must be used with care. From (6), $v=\hbar k/[m(1+2\alpha E)]$, so the mass defined as the ratio of crystal momentum to velocity is

$$
m_v(E)=\frac{\hbar k}{v}=m(1+2\alpha E).
$$

If $m$ in the parabolic formula (9) is replaced by $m_v$, the ratio to $g_0$ becomes $(1+2x)^{3/2}=1+3x+\dots$, which has the wrong first coefficient. Equation (7) locates the fault. It reads $g=m_vk/(\pi^2\hbar^2)$, so one factor $m_v$ is correct. The substitution, however, also sets $k=\sqrt{2m_vE}/\hbar$, which makes $k/k_0=\sqrt{1+2x}$, whereas the dispersion requires $\sqrt{1+x}$.

How far the linear form can be trusted follows from the second derivative of $F$. The product rule gives

$$
F'(x)=\frac{1+2x}{2\sqrt{1+x}}+2\sqrt{1+x}=\frac{5+6x}{2\sqrt{1+x}},
$$

and a further differentiation gives

$$
F''(x)=\frac{3}{\sqrt{1+x}}-\frac{5+6x}{4(1+x)^{3/2}}
=\frac{7+6x}{4(1+x)^{3/2}} .
$$

This is positive. Its own derivative, $-3(3+2x)/[8(1+x)^{5/2}]$, is negative, so $F''$ falls from its value $7/4$ at $x=0$. Taylor's formula with the remainder as an integral is

$$
F(x)=1+\frac52x+\int_0^x(x-s)\,F''(s)\,ds .
$$

Since $0<F''(s)<7/4$ for $s>0$, and $\int_0^x(x-s)\,ds=x^2/2$,

$$
0<F(x)-1-\frac52x<\frac78x^2\qquad(x>0).
\tag{12}
$$

The linear form is therefore always too low, by less than the quadratic term. This holds for every positive $x$, including $x>1$, where the power series of $\sqrt{1+x}$ no longer converges.

The error relative to the full result is $1-(1+5x/2)/F$. To see how it varies, take the logarithmic derivative of the fraction:

$$
\frac{5}{2+5x}-\frac{5+6x}{2(1+x)(1+2x)}
=\frac{-7x-10x^2}{2(2+5x)(1+x)(1+2x)}<0 .
$$

The fraction falls, so the relative error grows steadily with energy. A chosen accuracy therefore corresponds to one definite upper limit on $\alpha E$.

In the opposite limit, $\alpha E\gg1$, equation (1) becomes $\alpha E^2\simeq\hbar^2k^2/(2m)$. The energy is then linear in $k$, with velocity $v_\infty=1/\sqrt{2m\alpha}$, and (8) gives

$$
g(E)\simeq\frac{1}{\pi^2}\left(\frac{2m\alpha}{\hbar^2}\right)^{3/2}E^2
=\frac{E^2}{\pi^2\hbar^3v_\infty^3}.
$$

This agrees with (5) for $k=E/(\hbar v_\infty)$. It is a property of the model. In a crystal, higher bands, other valleys and the edge of the Brillouin zone may invalidate (1) before this regime is reached.

The isotropic result also covers an ellipsoidal valley described by

$$
E(1+\alpha E)=\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2m_i}.
$$

Set $k_i=\sqrt{m_i/m}\;q_i$. The right side becomes $\hbar^2q^2/(2m)$, and volumes in $k$ space are those in $q$ space times $\sqrt{m_1m_2m_3/m^3}$. With the choice $m=(m_1m_2m_3)^{1/3}$ this factor is one, and (8) holds unchanged. Several equivalent valleys multiply $g$ by their number.

For a numerical example take round model parameters: $m=0.20$ free-electron masses and $\alpha=0.50\ \mathrm{eV^{-1}}$. Then $\hbar^2/(2m)=0.1905\ \mathrm{eV\,nm^2}$. At $E=0.10$ eV, $x=0.50\times0.10=0.05$, and the wavenumber is

$$
k=\sqrt{\frac{0.10\times1.05}{0.1905}}\ \mathrm{nm^{-1}}=0.742\ \mathrm{nm^{-1}} .
$$

The parabolic density of states is

$$
g_0=\frac{\sqrt{0.10}}{2\pi^2(0.1905)^{3/2}}\ \mathrm{eV^{-1}\,nm^{-3}}
=1.927\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}},
$$

where $1\ \mathrm{nm^{-3}}=10^{21}\ \mathrm{cm^{-3}}$. The first correction is $2.5\times0.05=0.125$ of this, or $2.41\times10^{19}\ \mathrm{eV^{-1}\,cm^{-3}}$, which brings the sum to $2.168\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}}$. The full ratio is $F=\sqrt{1.05}\times1.10=1.1272$, so $g=2.172\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}}$. The linear form leaves out 0.00216 of the ratio, within the bound $\tfrac78(0.05)^2=0.00219$. Putting $m_v$ into the parabolic formula would give a ratio of 1.154.

At $E=0.30$ eV the full ratio is 1.394 and the linear one 1.375, which is 1.4% below the full result. At 1.00 eV, an energy that matters for strongly heated carriers, the values are 2.449 and 2.250, and the linear form is 8.1% low. The parabolic formula fails far more severely there, since the full density of states is almost two and a half times the parabolic value. Solving $1-(1+5x/2)/F=0.01$ with a bracketing root finder gives $x=0.125$. For these parameters the linear form is thus good to 1% up to about 0.25 eV.

The correction carries over to the carrier density. Let the electron gas be nondegenerate, with the Fermi level $E_F$ several $k_BT$ below the band edge, so that the occupation is close to $e^{-(E-E_F)/k_BT}$. The density is then $n=N_c\,e^{E_F/k_BT}$, with the effective density of states

$$
N_c=\int_0^\infty g(E)\,e^{-E/k_BT}\,dE .
$$

The upper limit may be taken as infinite because the exponential suppresses energies far above $k_BT$. Put $E=k_BT\,t$ and $\beta=\alpha k_BT$. In the parabolic case the integral $\int_0^\infty\sqrt t\,e^{-t}dt=\sqrt\pi/2$ gives

$$
N_{c0}=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{2}
=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.
$$

The ratio $N_c/N_{c0}$ is the average of $F(\beta t)$ with the weight $\sqrt t\,e^{-t}$. Integration by parts gives $\int_0^\infty t^se^{-t}dt=s\int_0^\infty t^{s-1}e^{-t}dt$ for $s>0$. Hence $\langle t\rangle=\tfrac32$ and $\langle t^2\rangle=\tfrac52\cdot\tfrac32=\tfrac{15}{4}$. The linear term of $F$ becomes $\tfrac52\beta\cdot\tfrac32$, so

$$
\frac{N_c}{N_{c0}}=1+\frac{15}{4}\,\alpha k_BT+\dots .
\tag{13}
$$

Averaging the inequality (12) in the same way gives

$$
0<\frac{N_c}{N_{c0}}-1-\frac{15}{4}\beta<\frac78\cdot\frac{15}{4}\,\beta^2=\frac{105}{32}\,\beta^2 .
$$

For the same parameters, $N_c$ can be evaluated without the expansion by numerical quadrature of $(1/\pi^2)\int k^2e^{-E(k)/k_BT}\,dk$, with $E(k)$ from (3). At 300 K, $k_BT=0.02585$ eV and $\beta=0.0129$. The parabolic value $2.24\times10^{18}\ \mathrm{cm^{-3}}$ rises to $2.35\times10^{18}\ \mathrm{cm^{-3}}$, a ratio of 1.0490, while (13) gives 1.0485. At 600 K, with $m$ and $\alpha$ held fixed, the value rises from $6.35\times10^{18}$ to $6.98\times10^{18}\ \mathrm{cm^{-3}}$. The ratio is 1.099, against 1.097 from (13).

The relative correction $N_c/N_{c0}-1$ thus roughly doubles when the temperature doubles, as its leading term requires. The absolute difference $N_c-N_{c0}$ grows faster, because $N_{c0}$ itself increases as $T^{3/2}$. At a fixed electron density, the larger $N_c$ places the Fermi level lower than in the parabolic band by $k_BT\ln(N_c/N_{c0})$. For the nondegenerate gas of this example the shift is small, 1.2 meV at 300 K and 4.9 meV at 600 K. In a degenerate gas, or in a band with a larger $\alpha$, it can be much larger. With the same parameters, carriers heated by a strong field to energies near 1 eV meet a density of states almost two and a half times the parabolic one, and (8) should be used in place of its expansion, provided that (1) still describes the band there.

Numbers in the example were calculated in double precision.
